# Occupations from Imaginary-Axis Green Functions and Their k-Mesh Errors

## 1. Definitions and conventions

Consider independent electrons with a Hermitian one-electron Hamiltonian \(H\), a bounded spectrum and orthonormal site orbitals. For one site orbital \(|0\rangle\), the local Green function is

\[
G(z)=\langle 0|(z-H)^{-1}|0\rangle=\sum_\alpha\frac{p_\alpha}{z-\varepsilon_\alpha},\qquad p_\alpha=|\langle 0|\alpha\rangle|^2,\quad \sum_\alpha p_\alpha=1 .
\]

At zero temperature the occupation of the site, per spin, is

\[
n=\sum_\alpha p_\alpha\,\Theta(\mu-\varepsilon_\alpha),\qquad \Theta(0)=\tfrac12 ,
\]

where \(\mu\) is the chemical potential. Energies, including the imaginary part \(w\) of \(z=\mu+iw\), are in eV.

The lattice model is a ring of \(N\) equal sites with nearest-neighbour hopping \(-t\), \(t>0\):

\[
\varepsilon_k=-2t\cos k,\qquad k=2\pi m/N,\quad m=0,\dots,N-1 .
\]

The wave number \(k\) is measured in units of the inverse lattice constant. The ring is also the \(N\)-point k-mesh approximation to the infinite chain, so the difference \(G_N-G_\infty\) is the mesh error. Unless stated otherwise \(|\mu|<2t\), a metal, with \(\cos k_F=-\mu/2t\) and \(0<k_F<\pi\).

## 2. The occupation formula

Let \(d_\alpha=\mu-\varepsilon_\alpha\). For one level,

\[
\mathrm{Re}\,\frac1{d_\alpha+iw}=\frac{d_\alpha}{d_\alpha^2+w^2},\qquad
\int_0^W\frac{d_\alpha\,dw}{d_\alpha^2+w^2}=\arctan\frac W{d_\alpha}\;\to\;\frac\pi2\,\mathrm{sgn}\,d_\alpha
\]

as \(W\to\infty\). If \(d_\alpha=0\), the integrand vanishes for every \(w>0\), and the result is zero. Since \(\mathrm{sgn}\,d=2\Theta(d)-1\), weighting with \(p_\alpha\) and summing gives

\[
\frac1\pi\int_0^\infty\mathrm{Re}\,G(\mu+iw)\,dw=\sum_\alpha p_\alpha\left[\Theta(d_\alpha)-\tfrac12\right]=n-\tfrac12 ,
\]

and therefore

\[
n=\frac12+\frac1\pi\int_0^\infty \mathrm{Re}\,G(\mu+iw)\,dw. \tag{1}
\]

The term \(1/2\) has a contour meaning. If no level lies at \(\mu\), \(n\) is \((2\pi i)^{-1}\oint G\,dz\) taken counterclockwise around the occupied levels. Let the contour run up the line \(\mathrm{Re}\,z=\mu\) and return along a large arc on the left. On the arc \(G\simeq1/z\), and the angle advances by \(\pi\), which contributes \(i\pi/(2\pi i)=1/2\). On the line \(dz=i\,dw\), and \(G(z^*)=G(z)^*\) combines the two halves into the integral in (1).

A test with unequal sites used a nine-site ring with \(t=1\) eV, \(\mu=-0.6\) eV and one site raised by 0.7 eV. For that site both the eigenvectors and the integral give 0.20947550. The half-counting rule was tested on a six-site ring with \(\mu=-t\). One level lies below \(\mu\) and two lie at it, so \(n=(1+2\cdot\frac12)/6=1/3\), as the integral confirms.

## 3. Green functions of the chain and the ring

For the infinite chain, put \(u=e^{ik}\), so that \(dk=du/(iu)\) and \(2\cos k=u+1/u\):

\[
G_\infty(z)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac1{z+2t\cos k}
=\oint_{|u|=1}\frac{du}{2\pi i}\,\frac1{tu^2+zu+t}.
\]

The roots of the denominator have product 1. Call them \(x\) and \(1/x\), with \(|x|<1\); their sum gives

\[
z=-t\left(x+\frac1x\right).
\]

For \(\mathrm{Im}\,z\ne0\) neither root lies on the unit circle, since there \(x+1/x\) is real. The residue at \(u=x\) is \(1/[t(x-1/x)]\), hence

\[
G_\infty=\frac{x}{t(x^2-1)}=\frac1{\sqrt{z^2-4t^2}} . \tag{2}
\]

The second form follows from \(t^2(x-1/x)^2=t^2(x+1/x)^2-4t^2\). At large \(z\), \(x\simeq-t/z\) and \(t(x-1/x)\simeq z\), so the root is the branch that behaves as \(z\).

Differentiating the relation for \(z\) gives \(dz/dx=-t(x^2-1)/x^2\). Therefore

\[
\frac{d\ln x}{dz}=\frac1x\frac{dx}{dz}=-\frac{x}{t(x^2-1)}=-G_\infty. \tag{3}
\]

For the ring, first rewrite the denominator as

\[
z+2t\cos k=-\frac tx\,(1-2x\cos k+x^2).
\]

Two geometric series give

\[
\sum_{m=-\infty}^{\infty}x^{|m|}e^{imk}=\frac{1-x^2}{1-2x\cos k+x^2}.
\]

Together with (2) these relations yield

\[
\frac1{z+2t\cos k}=G_\infty\sum_{m=-\infty}^{\infty}x^{|m|}e^{imk}.
\]

The average of \(e^{imk}\) over the mesh is 1 if \(m\) is a multiple of \(N\) and 0 otherwise. The surviving terms are

\[
G_N=G_\infty\left(1+2\sum_{l=1}^\infty x^{lN}\right)=G_\infty\,\frac{1+x^N}{1-x^N}. \tag{4}
\]

The term \(l\) describes propagation \(l\) times around the ring, in either direction. Formula (4) was tested against matrix inversion for \(N=5\) and 12 at four complex energies.

## 4. The exponential bound at fixed \(w\)

Write \(x=e^{i\theta-\kappa}\) with \(\kappa>0\). Then \(z=-2t\cos(\theta+i\kappa)\), or

\[
\mu=-2t\cos\theta\cosh\kappa,\qquad w=2t\sin\theta\sinh\kappa. \tag{5}
\]

For \(w>0\) this requires \(0<\theta<\pi\). Since \(\sin\theta\le1\),

\[
\kappa\ge\mathrm{arcsinh}\frac{w}{2t}, \tag{6}
\]

whatever the value of \(\mu\). An explicit expression for \(\kappa\) follows from \(|z\pm2t|=2t(\cosh\kappa\mp\cos\theta)\):

\[
\cosh\kappa=\frac{|z+2t|+|z-2t|}{4t}.
\]

Let \(q=e^{-N\kappa}=|x^N|\). Equation (4) and \(|1-x^N|\ge1-q\) give

\[
|G_N-G_\infty|=\left|G_\infty\frac{2x^N}{1-x^N}\right|\le|G_\infty|\frac{2q}{1-q}. \tag{7}
\]

This proves exponential convergence at each fixed \(w>0\).

Inside the band, \(\theta\to k_F\) as \(w\to0\), so (5) gives \(\kappa\simeq w/(2t\sin k_F)\). The denominator is the band slope \(d\varepsilon/dk\) at \(k_F\). A steeper band needs a denser mesh at the same \(w\). At the band edge \(\mu=-2t\) this law fails. There \(\cosh\kappa=(w+\sqrt{w^2+16t^2})/4t\simeq1+w/4t\), so \(\kappa\simeq\sqrt{w/2t}\).

The numerical example is a model chain with \(t=1\) eV and \(\mu=-0.6\) eV. These are round parameters and represent no particular material. The mesh errors \(|G_N-G_\infty|\), in 1/eV, are:

| \(N\) | \(w=0.2\) eV | \(w=0.001\) eV |
|---|---|---|
| 20 | 0.146 | 5.51 |
| 40 | 0.0161 | 2.75 |
| 80 | \(2.42\times10^{-4}\) | 1.39 |
| 160 | \(5.63\times10^{-8}\) | 0.730 |

At 0.2 eV the logarithmic slope between \(N=80\) and 160 is 0.104583 per mesh point, against \(\kappa=0.104581\).

The slow decrease at 0.001 eV has another origin. There \(N\kappa\) is still small, and the error is governed by \(|1-x^N|\approx2|\sin(Nk_F/2)|\). With \(k_F=1.266104\), \(20k_F\) exceeds \(8\pi\) by only 0.189. Each doubling of \(N\) doubles this phase offset and so increases the denominator. The trend belongs to this sequence of \(N\) and is not a convergence law.

## 5. What remains after exact integration

Equations (3) and (4) make the mesh error a total derivative:

\[
G_N-G_\infty=-\frac{d\ln x}{dz}\frac{2x^N}{1-x^N}
=\frac{d}{dz}\left[\frac2N\ln(1-x^N)\right].
\]

Let \(E_N(w_0)\) be the occupation error collected above a lower limit \(w_0>0\). Along the line \(dw=dz/i\), and \(\mathrm{Re}(F/i)=\mathrm{Im}\,F\). The bracket vanishes at infinity, so

\[
E_N(w_0)=\frac1\pi\int_{w_0}^\infty\mathrm{Re}(G_N-G_\infty)\,dw
=-\frac2{\pi N}\,\mathrm{Im}\ln\left[1-x(w_0)^N\right]. \tag{8}
\]

The principal logarithm applies because \(1-x^N\) has a positive real part. When \(N\kappa(w_0)\) is large, \(|E_N|\) is at most about \((2/\pi N)e^{-N\kappa(w_0)}\). For \(w_0=0.1\) eV, numerical integration and (8) agree on \(3.334\times10^{-3}\) at \(N=20\) and \(2.657\times10^{-4}\) at \(N=60\).

The infinite-chain occupation follows in the same way from (3). At large \(w\), \(x\simeq it/w\), so \(\theta=\pi/2\); at \(w\to0\), \(\theta=k_F\). Thus

\[
n_\infty=\frac12+\frac1\pi\left[-\theta\right]_{w=0}^{\infty}
=\frac12+\frac1\pi\left(k_F-\frac\pi2\right)=\frac{k_F}\pi. \tag{9}
\]

For the example, \(n_\infty=1.266104/\pi=0.403013\).

Now let \(w_0\to0\) in (8) at fixed \(N\). Let \(f\) be the fractional part of \(Nk_F/2\pi\), with \(0<f<1\). Then

\[
1-e^{2\pi if}=-2i\sin(\pi f)\,e^{i\pi f},
\]

whose argument is \(\pi(f-\frac12)\). Hence

\[
n_N-n_\infty=\frac{1-2f}{N}. \tag{10}
\]

This is the level-counting error. The levels with \(|k|<k_F\) number \(2\lfloor Nk_F/2\pi\rfloor+1\), and dividing by \(N\) and subtracting \(k_F/\pi\) reproduces (10). The identity was tested for every \(N\) from 11 to 399. Moving the integration path off the real axis therefore does not by itself give a metal an exponentially convergent occupation. The path still meets the axis at \(\mu\), where \(\kappa\) vanishes.

The sawtooth also makes a single mesh comparison unreliable. The errors are \(7.0\times10^{-3}\), \(-1.3\times10^{-5}\) and \(8.7\times10^{-5}\) for \(N=100\), 1000 and 10000. The middle value is small because \(f\) happens to be close to \(1/2\).

If \(|\mu|>2t\), the situation differs. At \(w=0\), \(x\) is real and \(\kappa=\mathrm{arccosh}(|\mu|/2t)>0\). The Green-function error is then exponentially small down to the real axis. The logarithm in (8) is real at \(w_0=0\), so the integrated error is zero: both ring and chain are empty or full.

## 6. Quadrature with a mesh for each node

The remedy in the metal is to choose the quadrature nodes first and then a mesh for each. Map the half line to \(-1<u<1\) by

\[
w=s\,\frac{1+u}{1-u},\qquad dw=\frac{2s}{(1-u)^2}\,du,\qquad s=2t.
\]

With \(M\) Gauss-Legendre nodes \(u_j\) and weights \(g_j\), set \(W_j=2sg_j/(1-u_j)^2\). The computed occupation is

\[
\tilde n=\frac12+\frac1\pi\sum_{j=1}^M W_j\,\mathrm{Re}\,G_{N_j}(\mu+iw_j). \tag{11}
\]

**Quadrature error.** At large \(w\), \(\mathrm{Re}\,G_\infty\simeq\mu/w^2\), so the mapped integrand stays finite at \(u=1\). At \(w=0\) the chain function continues analytically, because its branch points are at \(z=\pm2t\), away from \(\mu\). In the variable \(w\), the real part has branch points at \(\pm iy\) with \(y=2t-\mu\) and \(2t+\mu\), here 2.6 and 1.4 eV.

For an analytic integrand, the Gauss-Legendre error falls essentially as \(\rho^{-2M}\). Here \(\rho\) is the sum of the semi-axes of the ellipse with foci \(\pm1\) through the nearest singularity. The image of \(iy\) satisfies

\[
|u-1|=\frac{2s}{\sqrt{s^2+y^2}},\qquad |u+1|=\frac{2y}{\sqrt{s^2+y^2}}.
\]

The major semi-axis is half their sum, \(A=(s+y)/\sqrt{s^2+y^2}\), and the minor one is \(\sqrt{A^2-1}\), so

\[
\rho=\frac{s+y+\sqrt{2sy}}{\sqrt{s^2+y^2}}.
\]

The smaller value, for \(y=1.4\) eV, is \(\rho\approx2.36\). Four more nodes should reduce the error by about \(\rho^8\approx970\). The absolute errors for \(M=4\), 8, 12 and 16 are \(1.9\times10^{-4}\), \(1.0\times10^{-7}\), \(1.1\times10^{-10}\) and \(1.0\times10^{-13}\), consistent with this estimate as an average rate. The error changes sign with \(M\), and the other branch point, with \(\rho\approx2.39\), is almost as near, so single ratios scatter: in extended precision those up to \(M=32\) range from about \(10^2\) to \(3\times10^4\). Near a band edge one \(y\) tends to zero, \(\rho\to1\), and more nodes are needed.

**Mesh error.** Choose a tolerance \(\delta\) and take

\[
N_j=\left\lceil\frac{\ln(1/\delta)}{\mathrm{arcsinh}(w_j/2t)}\right\rceil. \tag{12}
\]

By (6), \(e^{-N_j\kappa(w_j)}\le\delta\) at each node. Summing (7) with the positive weights gives

\[
|\tilde n-\tilde n_\infty|\le\frac{2\delta}{\pi(1-\delta)}\sum_jW_j|G_\infty(\mu+iw_j)|, \tag{13}
\]

where \(\tilde n_\infty\) is the same quadrature applied to the infinite chain. The total error is at most this bound plus the quadrature error, apart from rounding.

For \(M=16\) and \(\delta=10^{-10}\), \(\ln(1/\delta)=23.03\). The first node is \(w_1=0.01066\) eV, and \(23.03/0.00533\approx4320\); the unrounded node gives 4322 points. The ninth node, at 2.42 eV, needs 23 points, and the last, at 375 eV, needs 4. The result differs from \(k_F/\pi\) by \(-2.2\times10^{-11}\), while the bound (13) is \(4.8\times10^{-10}\).

The calculation sums 5946 terms \(1/(z-\varepsilon_k)\). Counting levels on one mesh with \(N=5946\) gives an error of \(1.15\times10^{-4}\). Using the largest mesh at all 16 nodes takes \(16\times4322=69152\) terms. The error is then about \(5\times10^{-14}\) in magnitude, because a mesh error of \(-1.5\times10^{-13}\) partly cancels the quadrature error of \(1.0\times10^{-13}\). Even without this cancellation, it is more accuracy than the chosen tolerance asks for.

This last calculation seems to conflict with (10), since a ring of 4322 sites can have a counting error of up to \(1/4322\). The resolution is that 16 nodes do not integrate that ring's Green function accurately. Its level spacing near \(\mu\) is about \(2t\sin k_F\,(2\pi/N)\approx0.003\) eV, below the first node. The rule misses the structure due to discrete levels and returns the smooth infinite-chain integral. If the \(w\) grid were refined at fixed \(N\), the sum would approach the ring's exact integral, and the error (10) would return. The mesh must therefore grow as nodes approach the real axis.

The cost follows from the node positions. For large \(M\), the \(j\)-th Gauss-Legendre node from an end lies at a distance of order \(j^2/M^2\) from it. Hence \(w_j\) is of order \(s\,j^2/M^2\) near the real axis, and the sum of \(N_j\) grows as \(M^2\ln(1/\delta)\), because \(\sum_j j^{-2}\) converges. With \(M\) proportional to \(\ln(1/\delta)\), the cost grows as \([\ln(1/\delta)]^3\) for this one-dimensional band at fixed \(\mu\) inside it.

## 7. Finite temperature

At temperature \(T\), a level with \(d=\mu-\varepsilon\) has occupation \(\frac12+\frac12\tanh(d/2k_BT)\). The logarithmic derivative of the product \(\cosh(y/2)=\prod_{j\ge0}[1+y^2/((2j+1)\pi)^2]\) is

\[
\frac12\tanh\frac y2=\sum_{j=0}^\infty\frac{2y}{y^2+[(2j+1)\pi]^2}.
\]

Putting \(y=d/k_BT\) and summing over levels gives

\[
n(T)=\frac12+2k_BT\sum_{j=0}^\infty\mathrm{Re}\,G(\mu+i\omega_j),\qquad \omega_j=(2j+1)\pi k_BT. \tag{14}
\]

This is the midpoint rule for (1) with spacing \(h=2\pi k_BT\). Its lowest point is \(\pi k_BT\), so temperature keeps the sum off the real axis. The mesh error is

\[
n_N(T)-n_\infty(T)=2k_BT\sum_{j=0}^\infty\mathrm{Re}\left[G_\infty\frac{2x^N}{1-x^N}\right]_{z=\mu+i\omega_j}. \tag{15}
\]

At large \(N\) the first term dominates. It decays as \(e^{-N\kappa(\omega_0)}\), multiplied by a phase that oscillates with \(N\).

At 300 K, \(k_BT=0.02585\) eV and \(\omega_0=0.0812\) eV. Then \(\kappa=0.04255\), a decay length of 23.5 mesh points. Direct Fermi sums and (15) agree on errors of \(3.7\times10^{-3}\), \(6.4\times10^{-4}\), \(1.0\times10^{-5}\) and \(-1.5\times10^{-9}\) for \(N=50\), 100, 200 and 400. Since \(\omega_0\propto T\), the decay length \(1/\kappa(\omega_0)\) grows as \(1/T\) on cooling, as long as \(\omega_0\) is small and \(\mu\) is well inside the band. The mesh needed for a fixed absolute error grows more slowly, because the prefactor \(2k_BT\) in (15) also falls, and it eventually saturates. The thermal occupation is an average of zero-temperature occupations over \(\mu\), so (10) bounds the mesh error by \(1/N\) at every temperature. For an error of \(10^{-3}\) the required mesh rises only from about 90 points at 300 K to about 900 at 1 K.

The midpoint rule also yields the thermal shift. Its leading correction on the half line is \((h^2/24)F'(0)\) for an integrand \(F(w)\). Here \(F=\mathrm{Re}\,G_\infty/\pi\) and \(dG/dw=iG'(z)\). The density of states per spin is \(D=-\mathrm{Im}\,G_\infty/\pi\), so \(F'(0)=-\mathrm{Im}\,G'_\infty/\pi=D'(\mu)\). Thus, at fixed \(\mu\),

\[
n(T)-n(0)\simeq\frac{\pi^2}{6}(k_BT)^2D'(\mu),\qquad
D'(\mu)=\frac{\mu}{\pi(4t^2-\mu^2)^{3/2}},
\]

where \(D=dn_\infty/d\mu=1/(\pi\sqrt{4t^2-\mu^2})\) follows from (9). This leading Sommerfeld term is \(-3.02\times10^{-5}\); the full shift is \(-3.03\times10^{-5}\).

The shift is about a million times the numerical error of the zero-temperature calculation in Section 6. The many digits there measure the algorithm, and do not describe a chain at room temperature. Interactions, disorder and coupling to neighbouring chains are also outside the model. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
hopping t = 1.0 eV, chemical potential mu = -0.6 eV
k_F times lattice constant = 1.266104 rad
exact chain occupation per spin = 0.403013315979
impurity site (9-site ring, +0.7 eV): eigenvectors 0.20947550, integral 0.20947550
6-site ring with two levels at mu = -t: occupation 0.33333333
N = 20: |G_N - G_inf| = 1.461e-01 1/eV at w = 0.2 eV, 5.508e+00 1/eV at w = 0.001 eV
N = 40: |G_N - G_inf| = 1.610e-02 1/eV at w = 0.2 eV, 2.752e+00 1/eV at w = 0.001 eV
N = 80: |G_N - G_inf| = 2.422e-04 1/eV at w = 0.2 eV, 1.386e+00 1/eV at w = 0.001 eV
N = 160: |G_N - G_inf| = 5.631e-08 1/eV at w = 0.2 eV, 7.303e-01 1/eV at w = 0.001 eV
decay rate per mesh point at w = 0.2 eV: measured 0.104583, kappa 0.104581
kappa at w = 0.01 eV: 0.0052414, small-w law 0.0052414
N = 20: occupation error from w > 0.1 eV: integral 3.334383e-03, formula 3.334383e-03
N = 60: occupation error from w > 0.1 eV: integral 2.656548e-04, formula 2.656548e-04
N = 100: counting error 6.987e-03, envelope 1/N = 1.0e-02
N = 1000: counting error -1.332e-05, envelope 1/N = 1.0e-03
N = 10000: counting error 8.668e-05, envelope 1/N = 1.0e-04
M = 4 nodes, infinite chain: quadrature error 1.86e-04
M = 8 nodes, infinite chain: quadrature error -1.04e-07
M = 12 nodes, infinite chain: quadrature error -1.08e-10
M = 16 nodes, infinite chain: quadrature error 1.01e-13
mesh tolerance delta = 1e-10, mapping scale s = 2.0 eV
node 1: w = 0.01066 eV, mesh points 4322
node 2: w = 0.05700 eV, mesh points 808
node 5: w = 0.47238 eV, mesh points 99
node 9: w = 2.41995 eV, mesh points 23
node 16: w = 375.39178 eV, mesh points 4
adapted meshes: occupation 0.403013315957, error -2.20e-11
mesh part of that error -2.21e-11, bound 4.76e-10
total Green-function terms, adapted meshes: 5946
largest mesh at all nodes: error -5.26e-14, terms 69152
level counting with N = 5946: error 1.15e-04
T = 300 K: k_B T = 0.025852 eV, lowest frequency 0.081216 eV
occupation at 300 K = 0.4029830152, Matsubara sum 0.4029830152
thermal shift -3.0301e-05, leading Sommerfeld term -3.0233e-05
kappa at lowest frequency = 0.042552, 1/kappa = 23.50 mesh points
N = 50, 300 K: mesh error direct 3.7273e-03, Matsubara formula 3.7273e-03
N = 100, 300 K: mesh error direct 6.4048e-04, Matsubara formula 6.4048e-04
N = 200, 300 K: mesh error direct 1.0178e-05, Matsubara formula 1.0178e-05
N = 400, 300 K: mesh error direct -1.4889e-09, Matsubara formula -1.4889e-09
```
